# Exact Frozen-Density Embedding as an Upper Bound to the Ground-State Energy: a numerical check

```python
"""
Result under test: exact frozen-density embedding,
    E_emb[n_B] = inf over n_A of E_v[n_A + n_B],
is never below the ground-state energy E_0. The infimum equals E_0 when
n_B <= n_0 everywhere; otherwise E_emb - E_0 >= gap * (X/N)^2, where
X = integral of the positive part of n_B - n_0. If n_0 - n_B has a linear
zero, its kinetic energy diverges, so E_0 is approached but not attained.

Model: N = 2 electrons in one dimension, hartree atomic units, two nuclei with
attraction -1/sqrt(s^2+1), repulsion 1/sqrt(s^2+1), hard walls, N_A = N_B = 1.
n_0: exact density of the grid model; n_B: frozen density; n_A: active density.
Two-electron spatial states are matrices psi[i, j] with sum(psi^2) = 1.
"""
import numpy as np
from scipy import sparse
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.sparse.linalg import eigsh

WALL, SPACING, NUCLEUS = 7.0, 0.25, 1.0
N_TOTAL = 2


def soft(s):
    return 1.0 / np.sqrt(s**2 + 1.0)


def make_grid(h):
    return np.linspace(-WALL, WALL, int(round(2 * WALL / h)) + 1)[1:-1]


def sparse_levels(h):
    """Lowest two levels over all exchange symmetries, by sparse diagonalization."""
    pts = make_grid(h)
    m = len(pts)
    one = sparse.diags([np.full(m - 1, -0.5 / h**2),
                        1 / h**2 - soft(pts - NUCLEUS) - soft(pts + NUCLEUS),
                        np.full(m - 1, -0.5 / h**2)], [-1, 0, 1])
    unit = sparse.identity(m)
    pair = sparse.diags(soft(pts[:, None] - pts[None, :]).ravel())
    ham = (sparse.kron(one, unit) + sparse.kron(unit, one) + pair).tocsc()
    val, vec = eigsh(ham, k=2, sigma=-3.0, which="LM", v0=np.cos(np.arange(m * m)))
    order = np.argsort(val)
    return val[order], vec[:, order].T.reshape(2, m, m)


x = make_grid(SPACING)
h = SPACING
M = len(x)
kinetic = (np.eye(M) - 0.5 * np.eye(M, k=1) - 0.5 * np.eye(M, k=-1)) / h**2
v_ext = -soft(x - NUCLEUS) - soft(x + NUCLEUS)
repulsion = soft(x[:, None] - x[None, :])
one_body = kinetic + np.diag(v_ext)


def energy_of(psi):
    return np.sum(psi * (one_body @ psi + psi @ one_body + repulsion * psi))


def density_of(psi):
    return 2 * np.sum(psi**2, axis=1) / h


def product_state(n):
    orbital = np.sqrt(n * h / 2)
    return np.outer(orbital, orbital)


def ground_state(potential):
    """Davidson iteration in the orbital basis of the given one-body potential."""
    eps, orb = eigh(kinetic + np.diag(potential))
    diagonal = eps[:, None] + eps[None, :]
    new = np.zeros((M, M))
    new[0, 0] = 1.0
    basis = np.empty((0, M * M))
    images = np.empty((0, M * M))
    for _ in range(60):
        vec = new.ravel()
        for _ in range(2):
            vec = vec - basis.T @ (basis @ vec)
        vec = vec / np.linalg.norm(vec)
        mat = vec.reshape(M, M)
        image = diagonal * mat + orb.T @ (repulsion * (orb @ mat @ orb.T)) @ orb
        basis = np.vstack([basis, vec])
        images = np.vstack([images, image.ravel()])
        small = basis @ images.T
        val, coef = np.linalg.eigh((small + small.T) / 2)
        state = coef[:, 0] @ basis
        residual = coef[:, 0] @ images - val[0] * state
        if np.linalg.norm(residual) < 1e-8:
            break
        # repulsion <= 1 makes this denominator positive
        new = residual.reshape(M, M) / (diagonal + 1.0 - val[0])
    return val[0], orb @ state.reshape(M, M) @ orb.T


def embed(frozen):
    """Enclose E_emb. Lower bound: weak duality with multipliers >= 0.
    Upper bound: energy of an explicit ensemble whose density is >= frozen."""
    scale = 1 / np.sqrt(frozen + 0.01)

    def negative_dual(y):
        lam = y * scale
        e, psi = ground_state(v_ext - lam)
        return -(e + h * lam @ frozen), h * scale * (density_of(psi) - frozen)

    res = minimize(negative_dual, np.full(M, 0.1), jac=True, method="L-BFGS-B",
                   bounds=[(0, None)] * M,
                   options=dict(maxiter=250, maxfun=300, maxcor=30,
                                ftol=1e-15, gtol=1e-9))
    _, psi = ground_state(v_ext - res.x * scale)
    upper = energy_of(psi)
    deficit = np.maximum(frozen - density_of(psi), 0)
    total = h * deficit.sum()
    if total > 0:
        # repair the small remaining deficit by mixing in a second state
        t = total / (1 + total)
        repair = frozen + deficit / total
        mixed = (1 - t) * density_of(psi) + t * repair
        assert np.min(mixed - frozen) > -1e-12
        upper = (1 - t) * upper + t * energy_of(product_state(repair))
    return -res.fun, upper, psi


# Exact reference
levels, states = sparse_levels(h)
fine_levels, _ = sparse_levels(h / 2)
E0, psi0 = ground_state(v_ext)
assert abs(E0 - levels[0]) < 1e-9
gap = levels[1] - levels[0]
parity = np.sum(states[1] * states[1].T)
n0 = density_of(psi0)
assert gap > 0 and abs(h * n0.sum() - N_TOTAL) < 1e-10

# Frozen densities, each holding one electron
kappa = brentq(lambda k: h * np.sum(n0 * np.abs(np.tanh(k * x))) - 1, 0.01, 20)
atom_levels, atom_orbitals = eigh(kinetic - np.diag(soft(x - NUCLEUS)))


def gaussian(width):
    g = np.exp(-(x - NUCLEUS)**2 / (2 * width**2))
    return g / (h * g.sum())


cases = {
    "smooth share": n0 / (1 + np.exp(-2 * x)),
    "cusped share": n0 * (1 - np.abs(np.tanh(kappa * x))),
    "free atom": atom_orbitals[:, 0]**2 / h,
    "Gaussian 0.50": gaussian(0.50),
    "Gaussian 0.35": gaussian(0.35),
}

print(f"nuclear separation {2*NUCLEUS:.1f} bohr, walls at +-{WALL:.1f} bohr, "
      f"grid spacing {h:.3f} bohr")
print(f"E_0 (electronic) = {E0:.6f} hartree")
print(f"E_0 with half the spacing = {fine_levels[0]:.6f} hartree")
print(f"gap to first excited level = {gap:.6f} hartree, "
      f"exchange parity of that level = {parity:+.3f}")
print(f"largest n_0 = {n0.max():.4f} per bohr, "
      f"n_0 at midpoint = {n0[M//2]:.4f} per bohr")

for name, frozen in cases.items():
    assert abs(h * frozen.sum() - 1) < 1e-9
    excess = h * np.maximum(frozen - n0, 0).sum()
    low, high, psi = embed(frozen)
    lost_weight = 1 - np.sum(psi * psi0)**2
    bound = gap * (excess / N_TOTAL)**2
    assert low <= high + 1e-9
    assert high - low < 1e-4          # finite convergence of the maximization
    assert high >= E0 - 1e-9
    assert high - E0 >= bound - 1e-9
    # the two inequalities from which the gap bound is built
    assert energy_of(psi) - E0 >= gap * lost_weight - 1e-9
    assert lost_weight >= (excess / N_TOTAL)**2 - 1e-5
    if "share" in name:
        assert excess < 1e-12 and abs(low - E0) < 1e-4 and high - E0 < 1e-4
    if "Gaussian" in name:
        assert excess > 1e-2 and low - E0 > 1e-3 and low - E0 > bound
    print(f"[{name}] largest n_B = {frozen.max():.4f} per bohr, "
          f"X = {excess:.6f} electrons")
    print(f"   E_emb - E_0 between {low-E0:.7f} and {high-E0:.7f} hartree")
    print(f"   gap bound = {bound:.7f} hartree, 1 - p = {lost_weight:.7f}, "
          f"(X/N)^2 = {(excess/N_TOTAL)**2:.7f}")

# Mixed active densities for the cusped share
cusped = cases["cusped share"]
m_density = cusped + n0 / 2
m_state = product_state(m_density)
m_excess = energy_of(m_state) - E0
assert m_excess > 0
print(f"cusped share: kappa = {kappa:.5f} per bohr")
print(f"energy of explicit state with density m, above E_0 = {m_excess:.6f} hartree")
for delta in (1e-1, 1e-2, 1e-3):
    active = (1 - delta) * (n0 - cusped) + delta * n0 / 2
    ensemble = (1 - delta) * density_of(psi0) + delta * density_of(m_state)
    assert np.max(np.abs(ensemble - cusped - active)) < 1e-10
    assert active.min() > 0 and abs(h * active.sum() - 1) < 1e-9
    energy = (1 - delta) * energy_of(psi0) + delta * energy_of(m_state)
    print(f"   delta = {delta:.0e}: ensemble energy above E_0 = "
          f"{energy-E0:.7f} hartree")

# Continuum kinetic energies from an interpolated n_0 (one-electron formula)
log_n0 = CubicSpline(x, np.log(n0))


def kinetic_integrand(p, g, dg):
    """(d')^2/(8 d) for the density d = n_0 g."""
    return np.exp(log_n0(p)) * (log_n0(p, 1) * g + dg)**2 / (8 * g)


def even_kinetic(share, slope, cutoff):
    """Kinetic energy of an even density n_0*share, leaving out |x| < cutoff."""
    t = np.linspace(np.log(cutoff), np.log(x[-1]), 20001)
    p = np.exp(t)
    return 2 * simpson(kinetic_integrand(p, share(p), slope(p)) * p, x=t)


def sech2(p):
    return kappa / np.cosh(kappa * p)**2


def mixed_kinetic(delta):
    return even_kinetic(lambda p: (1 - delta) * np.tanh(kappa * p) + delta / 2,
                        lambda p: (1 - delta) * sech2(p), 1e-14)


line = np.linspace(x[0], x[-1], 8001)
share_A = 1 / (1 + np.exp(2 * line))
T_smooth = simpson(kinetic_integrand(line, share_A, -2 * share_A * (1 - share_A)),
                   x=line)
assert np.isfinite(T_smooth)
print(f"kinetic energy of n_0 - n_B, smooth share = {T_smooth:.5f} hartree")

slope0 = kappa * np.exp(log_n0(0.0))
cut = {eta: even_kinetic(lambda p: np.tanh(kappa * p), sech2, eta)
       for eta in (1e-2, 1e-4, 1e-8)}
mix = {d: mixed_kinetic(d) for d in (1e-1, 1e-2, 1e-4, 1e-8)}
predicted = slope0 / 4 * np.log(1e4)
assert abs(cut[1e-8] - cut[1e-4] - predicted) < 2e-3 * predicted
assert abs(mix[1e-8] - mix[1e-4] - predicted) < 1e-2 * predicted
T_n0 = even_kinetic(lambda p: np.ones_like(p), lambda p: np.zeros_like(p), 1e-14)
T_nB = even_kinetic(lambda p: 2 / (1 + np.exp(2 * kappa * p)),
                    lambda p: -sech2(p), 1e-14)
for d, value in mix.items():
    assert value <= 2 * N_TOTAL / d * (T_n0 + T_nB)

print(f"cusped share: slope s of n_0 - n_B at its zero = {slope0:.5f} per bohr^2")
for eta, value in cut.items():
    print(f"   kinetic energy of n_0 - n_B outside |x| < {eta:.0e} bohr = "
          f"{value:.5f} hartree")
for d, value in mix.items():
    print(f"   kinetic energy of mixed n_A, delta = {d:.0e}: {value:.5f} hartree")
print(f"growth from 1e-4 to 1e-8: cut {cut[1e-8]-cut[1e-4]:.5f}, "
      f"mixed {mix[1e-8]-mix[1e-4]:.5f}, (s/4) ln(10^4) = {predicted:.5f} hartree")
print(f"(1/2) int |grad sqrt n|^2: n_0 {T_n0:.5f}, "
      f"cusped n_B {T_nB:.5f} hartree")
print("success")
```

Running it gives:

```
nuclear separation 2.0 bohr, walls at +-7.0 bohr, grid spacing 0.250 bohr
E_0 (electronic) = -1.889677 hartree
E_0 with half the spacing = -1.889213 hartree
gap to first excited level = 0.191342 hartree, exchange parity of that level = -1.000
largest n_0 = 0.5455 per bohr, n_0 at midpoint = 0.5455 per bohr
[smooth share] largest n_B = 0.4208 per bohr, X = 0.000000 electrons
   E_emb - E_0 between 0.0000000 and 0.0000000 hartree
   gap bound = 0.0000000 hartree, 1 - p = 0.0000000, (X/N)^2 = 0.0000000
[cusped share] largest n_B = 0.5455 per bohr, X = 0.000000 electrons
   E_emb - E_0 between 0.0000000 and 0.0000000 hartree
   gap bound = 0.0000000 hartree, 1 - p = 0.0000000, (X/N)^2 = 0.0000000
[free atom] largest n_B = 0.4084 per bohr, X = 0.039205 electrons
   E_emb - E_0 between 0.0012893 and 0.0012893 hartree
   gap bound = 0.0000735 hartree, 1 - p = 0.0025250, (X/N)^2 = 0.0003843
[Gaussian 0.50] largest n_B = 0.7979 per bohr, X = 0.237332 electrons
   E_emb - E_0 between 0.0768714 and 0.0768714 hartree
   gap bound = 0.0026944 hartree, 1 - p = 0.0765462, (X/N)^2 = 0.0140816
[Gaussian 0.35] largest n_B = 1.1398 per bohr, X = 0.394075 electrons
   E_emb - E_0 between 0.2478640 and 0.2478640 hartree
   gap bound = 0.0074286 hartree, 1 - p = 0.2137126, (X/N)^2 = 0.0388238
cusped share: kappa = 0.60351 per bohr
energy of explicit state with density m, above E_0 = 0.066806 hartree
   delta = 1e-01: ensemble energy above E_0 = 0.0066806 hartree
   delta = 1e-02: ensemble energy above E_0 = 0.0006681 hartree
   delta = 1e-03: ensemble energy above E_0 = 0.0000668 hartree
kinetic energy of n_0 - n_B, smooth share = 0.13035 hartree
cusped share: slope s of n_0 - n_B at its zero = 0.32921 per bohr^2
   kinetic energy of n_0 - n_B outside |x| < 1e-02 bohr = 0.41517 hartree
   kinetic energy of n_0 - n_B outside |x| < 1e-04 bohr = 0.79419 hartree
   kinetic energy of n_0 - n_B outside |x| < 1e-08 bohr = 1.55223 hartree
   kinetic energy of mixed n_A, delta = 1e-01: 0.22445 hartree
   kinetic energy of mixed n_A, delta = 1e-02: 0.42713 hartree
   kinetic energy of mixed n_A, delta = 1e-04: 0.80960 hartree
   kinetic energy of mixed n_A, delta = 1e-08: 1.56771 hartree
growth from 1e-4 to 1e-8: cut 0.75804, mixed 0.75811, (s/4) ln(10^4) = 0.75804 hartree
(1/2) int |grad sqrt n|^2: n_0 0.13924, cusped n_B 0.17867 hartree
success
```
